# Annealing of hydrogen-passivated boron: dissociation, diffusion and retrapping: a program that tests the result

```python
"""Annealing of hydrogen-passivated acceptors with release, diffusion, retrapping.

Result under test: for pairs p, free hydrogen h and total acceptors N,
    dp/dt = -nu p + k (N-p) h
    dh/dt = D h_xx + nu p - k (N-p) h,     k = 4 pi D R,
the decay is first order, p = P0 exp(-nu t), when the slab thickness L is small
compared with ell = 1/sqrt(4 pi R N).  The deviation is bounded by
P0 L^2/(2 ell^2) (1-exp(-nu t)).  For thick slabs with dilute pairs a mode sum
holds; for uniform permanent sinks a Lambert-function solution holds.
Symbols: nu dissociation rate, D diffusivity, R capture radius.
Lengths are in nm, times in s, energies in eV.  Surface x=0 absorbs hydrogen.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import lambertw

kB = const.k / const.e
temperature = 400.0
permittivity = 12.0
contact_radius = 0.3
acceptors_cm3 = 1e15
acceptors = acceptors_cm3 * 1e-21
attempt_rate = 1e13
dissociation_energy = 1.3
migration_energy = 0.5
diffusivity_cm2 = 1e-9
diffusivity_ref = diffusivity_cm2 * 1e14


def coulomb_radius(T):
    return const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                         * const.k * T) * 1e9


def capture_radius(T):
    rc = coulomb_radius(T)
    return rc / (1 - np.exp(-rc / contact_radius))


def release_rate(T):
    return attempt_rate * np.exp(-dissociation_energy / (kB * T))


def diffusivity_at(T):
    return diffusivity_ref * np.exp(-migration_energy / kB
                                    * (1 / T - 1 / temperature))


rc = coulomb_radius(temperature)
R = capture_radius(temperature)
nu = release_rate(temperature)
k_capture = 4 * np.pi * diffusivity_ref * R
ell = 1 / np.sqrt(4 * np.pi * R * acceptors)
debye = np.sqrt(const.epsilon_0 * permittivity * const.k * temperature
                / (const.e**2 * acceptors_cm3 * 1e6)) * 1e9

# Capture radius: integrate the steady drift-diffusion flux from the contact
# sphere to infinity, in the variable u = 1/r (s = 1/contact_radius - u).
radial = solve_ivp(lambda s, c: 1 - rc * c, (0, 1 / contact_radius), [0.0],
                   rtol=1e-10, atol=1e-13)
R_numeric = 1 / radial.y[0, -1]
assert abs(R_numeric / R - 1) < 1e-6
assert abs(ell / debye - 1) < 1e-4


def screened_weight(u):
    return 1.0 if u == 0 else np.exp(-rc * u * np.exp(-1 / (u * debye)))


R_screened = 1 / quad(screened_weight, 0, 1 / contact_radius,
                      epsabs=1e-11, epsrel=1e-10, limit=200)[0]
screening = rc / debye
assert abs(R / R_screened - 1 - screening) < 2 * screening**2

CELLS = 100


def anneal_slab(thickness, diffusivity, start, times):
    """Full nonlinear finite-volume solution; densities in units of N,
    times in units of 1/nu.  Returns cell centres, free and paired hydrogen."""
    dx = thickness / CELLS
    lap = (np.diag(-2.0 * np.ones(CELLS)) + np.diag(np.ones(CELLS - 1), 1)
           + np.diag(np.ones(CELLS - 1), -1))
    lap[0, 0] = -3.0      # absorbing face half a cell away
    lap[-1, -1] = -1.0    # reflecting back face
    lap *= diffusivity / (nu * dx**2)
    capture = 4 * np.pi * diffusivity * R * acceptors / nu

    def rhs(t, y):
        free, pair = y[:CELLS], y[CELLS:]
        net = pair - capture * (1 - pair) * free
        return np.concatenate([lap @ free + net, -net])

    def jac(t, y):
        free, pair = y[:CELLS], y[CELLS:]
        by_free = np.diag(-capture * (1 - pair))
        by_pair = np.diag(1 + capture * free)
        return np.block([[lap + by_free, by_pair], [-by_free, -by_pair]])

    y0 = np.concatenate([np.zeros(CELLS), start * np.ones(CELLS)])
    sol = solve_ivp(rhs, (0, times[-1]), y0, method="Radau", jac=jac,
                    t_eval=times, rtol=1e-8, atol=1e-13)
    assert sol.success
    centres = (np.arange(CELLS) + 0.5) * dx
    return centres, sol.y[:CELLS], sol.y[CELLS:]


# Thin slab, almost full passivation: pointwise bounds on both densities.
L_thin, start_thin = 30.0, 0.9
times_thin = np.array([0.01, 0.1, 0.5, 1.0, 2.0, 4.0])
x, free, pair = anneal_slab(L_thin, diffusivity_ref, start_thin, times_thin)
excess = pair / start_thin - np.exp(-times_thin)
bound = L_thin**2 / (2 * ell**2) * (1 - np.exp(-times_thin))
assert np.all(excess > -1e-6)            # integration error only
assert np.all(excess < bound + 1e-6)
assert np.all(pair <= start_thin + 1e-7)
dx = L_thin / CELLS
# The constant dx^2/8 is the known offset of the cell-centred surface rule.
free_bound = (nu * start_thin / diffusivity_ref
              * (L_thin * x - x**2 / 2 + dx**2 / 8))
assert np.all(free <= free_bound[:, None] * (1 + 1e-4))
thin_mean = pair.mean(axis=0) / start_thin

mode_number = np.arange(100000) + 0.5


def mode_fraction(thickness, reduced_time):
    qL = mode_number * np.pi
    q_ell2 = (qL * ell / thickness)**2
    return np.sum(2 / qL**2 * np.exp(-reduced_time * q_ell2 / (1 + q_ell2)))


# Thick slab with dilute pairs: mode sum, initial slope, cancellation of D.
L_thick, start_thick = 1000.0, 1e-3
times_thick = np.array([0.01, 0.03, 1.0, 5.0, 20.0])
_, _, pair = anneal_slab(L_thick, diffusivity_ref, start_thick, times_thick)
thick_mean = pair.mean(axis=0) / start_thick
_, _, pair = anneal_slab(L_thick, 10 * diffusivity_ref, start_thick,
                         times_thick)
fast_mean = pair.mean(axis=0) / start_thick
thick_modes = np.array([mode_fraction(L_thick, t) for t in times_thick])
# Allowance: finite pair fraction, grid and quasi-steady errors, each < 1e-3.
assert np.max(np.abs(thick_mean - thick_modes)) < 1e-3
assert np.max(np.abs(thick_mean - fast_mean)) < 1e-3
phi = L_thick / ell
initial_slope = (thick_mean[0] - thick_mean[1]) / 0.02
# The finite time interval lowers the measured slope by about 0.0015.
assert abs(initial_slope - np.tanh(phi) / phi) < 3e-3


# Apparent activation energy from the slow eigenvalue of the lowest mode.
def slow_rate(T):
    D_T, nu_T = diffusivity_at(T), release_rate(T)
    trap = 4 * np.pi * D_T * capture_radius(T) * acceptors
    q2 = (np.pi / (2 * L_thick))**2
    matrix = np.array([[-D_T * q2 - trap, nu_T], [trap, -nu_T]])
    return -np.max(np.linalg.eigvals(matrix).real)


T_low, T_high = temperature - 1, temperature + 1
apparent_energy = (np.log(slow_rate(T_high) / slow_rate(T_low))
                   / (1 / (kB * T_low) - 1 / (kB * T_high)))
g_mode = (2 * L_thick / (np.pi * ell))**2
predicted_energy = dissociation_energy + kB * temperature * g_mode / (1 + g_mode)
assert abs(apparent_energy - predicted_energy) < 3e-4   # quasi-steady error
late_rate = slow_rate(temperature) / nu
assert abs(late_rate * (1 + g_mode) - 1) < 1e-3

# Uniform permanent sinks: two rate equations against the Lambert solution.
sink_radius, sinks_cm3, start_sink = 5.0, 1e14, 0.9
removal = 4 * np.pi * diffusivity_ref * sink_radius * sinks_cm3 * 1e-21
G = k_capture * acceptors / removal
times_sink = np.array([1.0, 3.0, 10.0, 30.0])


def sink_kinetics(removal_rate):
    def rhs(t, y):
        net = y[1] - k_capture * acceptors / nu * (1 - y[1]) * y[0]
        return [net - removal_rate / nu * y[0], -net]
    sol = solve_ivp(rhs, (0, times_sink[-1]), [0.0, start_sink],
                    method="Radau", t_eval=times_sink, rtol=1e-9, atol=1e-13)
    assert sol.success
    return sol.y[1] / start_sink


sink_numeric = sink_kinetics(removal)
argument = (-G * start_sink / (1 + G)
            * np.exp(-(G * start_sink + times_sink) / (1 + G)))
sink_formula = -(1 + G) / G * lambertw(argument).real / start_sink
assert np.max(np.abs(sink_numeric - sink_formula)) < 2e-3  # quasi-steady error
sink_fast = sink_kinetics(1000 * removal)
assert np.max(np.abs(sink_fast - np.exp(-times_sink))) < G / 1000


def show(label, value, unit="(dimensionless)", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Temperature", temperature, "K")
show("Thermal energy", kB * temperature, "eV")
show("Relative permittivity", permittivity)
show("Contact radius", contact_radius, "nm")
show("Total acceptor density", acceptors_cm3, "cm^-3")
show("Dissociation energy", dissociation_energy, "eV")
show("Migration energy", migration_energy, "eV")
show("Attempt rate", attempt_rate, "s^-1")
show("Diffusivity", diffusivity_cm2, "cm^2/s")
show("Coulomb radius", rc, "nm")
show("Capture radius, formula", R, "nm", 7)
show("Capture radius, integrated flux", R_numeric, "nm", 7)
show("Capture radius with screening", R_screened, "nm")
show("Retrapping length", ell, "nm")
show("Hole Debye length", debye, "nm")
show("Dissociation rate nu", nu, "s^-1")
show("Lifetime 1/nu", 1 / nu, "s")
show("Capture rate k N", k_capture * acceptors, "s^-1")
print("Dilute slabs: L (nm), L/ell, initial rate/nu, half-life (s)")
for thickness in (30.0, 100.0, 300.0, 1000.0):
    ratio = thickness / ell
    half = brentq(lambda t: mode_fraction(thickness, t) - 0.5, 0.1, 50) / nu
    print(f"  {thickness:.0f}  {ratio:.4f}  {np.tanh(ratio)/ratio:.4f}  {half:.1f}")
show("First-order half-life ln2/nu", np.log(2) / nu, "s")
show("Thin slab initial pair fraction P0/N", start_thin)
print("Thin 30 nm slab: nu t, mean p/P0, exp(-nu t), max excess, bound")
for i in (2, 3, 4):
    print(f"  {times_thin[i]:.1f}  {thin_mean[i]:.5f}  "
          f"{np.exp(-times_thin[i]):.5f}  {excess[:, i].max():.5f}  {bound[i]:.5f}")
show("Thick slab initial pair fraction P0/N", start_thick)
print("Thick 1000 nm slab: nu t, full solution, mode sum, with 10 D")
for i in (2, 3, 4):
    print(f"  {times_thick[i]:.0f}  {thick_mean[i]:.5f}  "
          f"{thick_modes[i]:.5f}  {fast_mean[i]:.5f}")
show("Thick slab initial rate/nu, full solution", initial_slope)
show("Thick slab late rate/nu", late_rate)
show("Late apparent activation energy, numerical", apparent_energy, "eV")
show("Late apparent activation energy, formula", predicted_energy, "eV")
show("Sink radius", sink_radius, "nm")
show("Sink density", sinks_cm3, "cm^-3")
show("Sink removal rate kappa", removal, "s^-1")
show("Retrapping ratio G = k N/kappa", G)
show("Sink case initial pair fraction P0/N", start_sink)
show("Sink case initial relative rate/nu", 1 / (1 + G * (1 - start_sink)))
show("Sink case late relative rate/nu", 1 / (1 + G))
print("Sinks: nu t, rate equations, Lambert, 1000 kappa, exp(-nu t)")
for i, t in enumerate(times_sink[:3]):
    print(f"  {t:.0f}  {sink_numeric[i]:.5f}  {sink_formula[i]:.5f}  "
          f"{sink_fast[i]:.6f}  {np.exp(-t):.6f}")
print("verified")
```

Printed output:

```
Temperature: 400 K
Thermal energy: 0.034469 eV
Relative permittivity: 12 (dimensionless)
Contact radius: 0.3 nm
Total acceptor density: 1e+15 cm^-3
Dissociation energy: 1.3 eV
Migration energy: 0.5 eV
Attempt rate: 1e+13 s^-1
Diffusivity: 1e-09 cm^2/s
Coulomb radius: 3.4813 nm
Capture radius, formula: 3.481301 nm
Capture radius, integrated flux: 3.481301 nm
Capture radius with screening: 3.4058 nm
Retrapping length: 151.19 nm
Hole Debye length: 151.19 nm
Dissociation rate nu: 0.00041756 s^-1
Lifetime 1/nu: 2394.9 s
Capture rate k N: 4.3747 s^-1
Dilute slabs: L (nm), L/ell, initial rate/nu, half-life (s)
  30  0.1984  0.9871  1681.7
  100  0.6614  0.8759  1897.8
  300  1.9843  0.4853  3626.9
  1000  6.6142  0.1512  22052.8
First-order half-life ln2/nu: 1660 s
Thin slab initial pair fraction P0/N: 0.9 (dimensionless)
Thin 30 nm slab: nu t, mean p/P0, exp(-nu t), max excess, bound
  0.5  0.60769  0.60653  0.00173  0.00775
  1.0  0.36995  0.36788  0.00310  0.01244
  2.0  0.13750  0.13534  0.00324  0.01702
Thick slab initial pair fraction P0/N: 0.001 (dimensionless)
Thick 1000 nm slab: nu t, full solution, mode sum, with 10 D
  1  0.87875  0.87883  0.87881
  5  0.63993  0.64008  0.63997
  20  0.27859  0.27875  0.27859
Thick slab initial rate/nu, full solution: 0.14967 (dimensionless)
Thick slab late rate/nu: 0.053385 (dimensionless)
Late apparent activation energy, numerical: 1.3326 eV
Late apparent activation energy, formula: 1.3326 eV
Sink radius: 5 nm
Sink density: 1e+14 cm^-3
Sink removal rate kappa: 0.62832 s^-1
Retrapping ratio G = k N/kappa: 6.9626 (dimensionless)
Sink case initial pair fraction P0/N: 0.9 (dimensionless)
Sink case initial relative rate/nu: 0.58953 (dimensionless)
Sink case late relative rate/nu: 0.12559 (dimensionless)
Sinks: nu t, rate equations, Lambert, 1000 kappa, exp(-nu t)
  1  0.69233  0.69230  0.368980  0.367879
  3  0.44243  0.44238  0.050531  0.049787
  10  0.14540  0.14538  0.000048  0.000045
verified
```
